# Root-two growth of 1/f noise over eight extra decades

## The question

An amplifier with a silicon MOSFET at its input has a bandwidth of 100 MHz. Its low-frequency voltage noise has a power spectrum close to $1/f$, which rises without limit as $f\to0$. An engineer integrates this spectrum from 1 Hz upward and then wonders about slower fluctuations. Lowering the limit to $10^{-8}$ Hz corresponds to watching for $10^8$ s, or 3.17 years. The spectral density at the new limit is $10^8$ times that at 1 Hz. How much larger is the rms noise?

For pure $1/f$ noise the factor is $\sqrt2$. This holds for the $1/f$ part alone, with one exponent over the whole range. It is also the leading term of an expansion, and its first correction comes from what a finite observation really measures.

## Leading order: counting decades

Let $S(f)$ be the one-sided spectral density, so that the mean square voltage in a band is the integral of $S$ over positive frequencies. Take

$$S(f)=\frac{K}{f},\qquad f_L<f<f_H,$$

where $K$ is constant and has the unit V². Then

$$V^2=\int_{f_L}^{f_H}\frac{K}{f}\,df=K\ln\frac{f_H}{f_L}.$$

Each decade adds the same amount, $K\ln10$. The large density at low frequency is offset by the small width of the low-frequency decades: the decade above $10^{-8}$ Hz is only $9\times10^{-8}$ Hz wide.

Write $f_1$ for the first lower limit and $f_2<f_1$ for the second, with $f_H$ held fixed. In the ratio $R$ of the two rms values $K$ cancels:

$$R=\sqrt{\frac{\ln(f_H/f_2)}{\ln(f_H/f_1)}}.$$

For $f_H=10^8$ Hz, $f_1=1$ Hz and $f_2=10^{-8}$ Hz, the logarithms are 36.841 and 18.421, that is, 16 decades and 8 decades. Hence

$$R=\sqrt{16/8}=\sqrt2=1.414.$$

The number depends on the upper limit. With $f_H=10^4$ Hz there are 12 decades instead of 4, and $R=\sqrt3=1.732$. A band that starts with few decades gains relatively more from the same extension.

The integral does diverge as $f_L\to0$, but slowly. To double the rms value found from 1 Hz with $f_H=10^8$ Hz, the mean square must grow fourfold. That takes 32 decades and a lower limit of $10^{-24}$ Hz.

## First correction: a finite record

A measurement of length $T$ has no sharp cutoff at $1/T$. Suppose that the mean of the record is subtracted and the variance of the rest is computed. To find how this treats a frequency $f$, take a sinusoid of unit mean square, $v(t)=\sqrt2\cos(2\pi ft+\phi)$, on $-T/2<t<T/2$. Its record mean is

$$\bar v=\frac{\sqrt2}{T}\int_{-T/2}^{T/2}\cos(2\pi ft+\phi)\,dt=\sqrt2\cos\phi\,\frac{\sin(\pi fT)}{\pi fT},$$

because the part odd in $t$ integrates to zero. Averaged over a random phase, $2\cos^2\phi$ gives 1, and so does the mean square of $v$. The expected variance about the record mean is therefore

$$1-\left[\frac{\sin(\pi fT)}{\pi fT}\right]^2 .$$

For $fT\ll1$ this weight is $(\pi fT)^2/3$: slow components look constant and leave with the mean. Components of different frequency are uncorrelated, so their powers add. If the spectrum stays $1/f$ well below $1/T$, the expected variance is $K\,I$ with

$$I=\int_0^{f_H}\left\{1-\left[\frac{\sin(\pi fT)}{\pi fT}\right]^2\right\}\frac{df}{f}.$$

The weight falls as $f^2$, so the integral converges at its lower end. Set $u=2\pi fT$ and $U=2\pi f_HT$. Since $\sin^2(u/2)=(1-\cos u)/2$, the squared bracket equals $2(1-\cos u)/u^2$, and

$$I=\lim_{\varepsilon\to0}\left[\int_\varepsilon^U\frac{du}{u}-\int_\varepsilon^U\frac{2(1-\cos u)}{u^3}\,du\right].$$

In the second integral replace the upper limit by infinity and call the missing tail $r$:

$$r=\int_U^\infty\frac{2(1-\cos u)}{u^3}\,du=\frac1{U^2}+O(U^{-3}).$$

The constant part of the integrand gives $1/U^2$; the oscillating part is smaller by a factor of order $1/U$, as one integration by parts shows. Two integrations by parts treat the full integral:

$$\int_\varepsilon^\infty\frac{2(1-\cos u)}{u^3}du=\frac{1-\cos\varepsilon}{\varepsilon^2}+\int_\varepsilon^\infty\frac{\sin u}{u^2}du,$$

$$\int_\varepsilon^\infty\frac{\sin u}{u^2}du=\frac{\sin\varepsilon}{\varepsilon}+\int_\varepsilon^\infty\frac{\cos u}{u}du .$$

As $\varepsilon\to0$ the two boundary terms tend to $\tfrac12$ and 1. The last integral is the standard cosine integral, which behaves as $-\gamma_E-\ln\varepsilon$, with Euler's constant $\gamma_E=0.5772$. Thus

$$I=(\ln U-\ln\varepsilon)-\left(\tfrac32-\gamma_E-\ln\varepsilon\right)+r .$$

The terms in $\ln\varepsilon$ cancel, leaving

$$I=\ln(f_HT)+c+O\!\left(\frac1{(f_HT)^2}\right),\qquad c=\ln2\pi+\gamma_E-\tfrac32=0.9151 .$$

The constant was tested directly: sinusoids with $10^{-4}$ to 300 cycles per record were sampled at 4000 points, their variances averaged over phase, and the results summed with the $1/f$ weight. This also gave 0.9151.

Since $\ln(f_HT)+c=\ln(f_HT/e^{-c})$, the record acts like a sharp lower limit at $0.40/T$, somewhat below $1/T$.

Now compare records of 1 s and $10^8$ s. With $L=\ln10^8=18.421$,

$$R=\sqrt{\frac{2L+c}{L+c}}=\sqrt2\,\sqrt{\frac{1+c/2L}{1+c/L}}\simeq\sqrt2\left(1+\frac{c}{4L}-\frac{c}{2L}\right)=\sqrt2\left(1-\frac{c}{4L}\right).$$

The correction is $0.9151/73.68=0.0124$, so $R\simeq1.397$; the unexpanded root also gives 1.397. The same constant is added to both variances, which brings their ratio closer to 1. The estimate $\sqrt2$ is therefore 1.2% too high for the ratio of expected variances. A single record scatters by more than this, because its slowest components are seen for only a few cycles. For Gaussian noise the variance of one record has a standard deviation of about $1.5K$, so the rms of one 1 s record scatters by about 4%, that of one $10^8$ s record by about 2%, and their ratio by about 4.5%.

## Sensitivity to the exponent

Let $S\propto f^{-g}$. In the added decades put $f=10^{-8}f'$, so that $f'$ runs from 1 Hz to $10^8$ Hz:

$$\int_{10^{-8}\,\mathrm{Hz}}^{1\,\mathrm{Hz}}f^{-g}df=10^{8(g-1)}\int_{1\,\mathrm{Hz}}^{10^8\,\mathrm{Hz}}f'^{-g}df'.$$

The added power is $10^{8(g-1)}$ times the original power, and

$$R=\sqrt{1+10^{8(g-1)}} .$$

For $g=0.9$ this gives 1.076, and for $g=1.1$ it gives 2.704. The root-two result needs $|g-1|\ll1/(8\ln10)=0.054$. An error in the exponent can thus matter far more than the finite-record correction.

## A trap model for the logarithm in a MOSFET

In the trap model, electrons tunnel between the silicon and defects in the SiO2 gate oxide. An empty trap captures at rate $a$, and a filled one emits at rate $b$. Its filling probability $P$ obeys $dP/dt=a(1-P)-bP$, so deviations from the equilibrium value $p=a/(a+b)$ decay with time constant $\tau=1/(a+b)$. The occupancy is 0 or 1 and has variance $p(1-p)$, so its covariance at lag $t$ is $p(1-p)e^{-|t|/\tau}$. The one-sided spectrum is

$$4\int_0^\infty p(1-p)e^{-t/\tau}\cos(2\pi ft)\,dt=\frac{4p(1-p)\tau}{1+(2\pi f\tau)^2}.$$

For a Fermi function $p(E)$, $p(1-p)=-k_BT_0\,dp/dE$, where $T_0$ is the temperature. The integral over energy is therefore $k_BT_0$: traps within a few $k_BT_0$ of the Fermi level contribute. Assume that their density $N_t$, per energy and volume, is uniform, that they act independently, and that $\tau=\tau_0e^{z/\lambda}$ at depth $z$, the same for all contributing energies. In a uniform channel, one electron near the silicon shifts the gate voltage by $q/(WL_gC_{ox})$ in magnitude, where $W$ and $L_g$ are gate width and length and $C_{ox}$ is the oxide capacitance per area. Using $dz=\lambda\,d\tau/\tau$, the depth sum is

$$\int\frac{4\tau\,dz}{1+(2\pi f\tau)^2}=\lambda\int_0^\infty\frac{4\,d\tau}{1+(2\pi f\tau)^2}=\lambda\,\frac{4}{2\pi f}\,\frac\pi2=\frac{\lambda}{f}.$$

Extending the range of $\tau$ to zero and infinity is allowed when $2\pi f\tau_0\ll1$ and the oxide is deep enough. Multiplying by $N_tk_BT_0WL_g$ and by the squared voltage step gives

$$K=\frac{q^2k_BT_0N_t\lambda}{WL_gC_{ox}^2}.$$

The frequency $f$ belongs mainly to traps with $2\pi f\tau=1$, at depth $z=\lambda\ln[1/(2\pi f\tau_0)]$. Eight more decades bring in another slab of oxide as thick as the first. This link between time and depth belongs to the tunnelling model. Capture in real oxides can also be thermally activated, and a uniform spread of barrier heights then gives a $1/f$ spectrum too.

## Numbers for one transistor

Take $W=100$ µm, $L_g=1$ µm, a 20 nm oxide, 300 K and $N_t=2\times10^{16}$ eV⁻¹cm⁻³. A barrier of 3.1 eV and a tunnelling mass of 0.42 electron masses give $\lambda=\hbar/(2\sqrt{2m\Phi})=0.0855$ nm, half the decay length of the wave function's amplitude because the rate follows its square. With $C_{ox}=1.727$ fF/µm²,

$$K=\frac{(1.602\times10^{-19})^2(0.02585)(2\times10^{22})(8.55\times10^{-11})}{(10^{-10})(1.727\times10^{-3})^2}\ \mathrm{V^2}=3.8\ \mathrm{\mu V^2}.$$

This value counts only the threshold shift of a trapped charge. In real devices the charge also scatters carriers and changes the mobility, which alters $K$; an assumed scattering coefficient of $10^4$ Vs/C would raise it by roughly a fifth here. The value is also for a uniform channel. In saturation, traps near the drain count more than those near the source; a simple channel estimate then makes $K$ larger by roughly a third here, a factor that cancels in $R$.

If every trap gives the same voltage step, the flicker rms is $\sqrt{3.808\times18.421}=8.4$ µV from 1 Hz and $\sqrt{3.808\times36.841}=11.8$ µV from $10^{-8}$ Hz.

With $\tau_0=10^{-10}$ s, the trap depths for $10^8$, 1 and $10^{-8}$ Hz are 0.24, 1.81 and 3.39 nm. A charge at depth $z$ changes the field only between itself and the gate when the silicon side is held fixed, so its voltage step carries the factor $1-z/t_{ox}$. Integrating the square of this factor between sharp depth limits gives

$$R^2\simeq\frac{0.988^3-0.8305^3}{0.988^3-0.9095^3}=\frac{0.392}{0.212}=1.85,$$

or $R\simeq1.36$. The full sum over traps gives 1.358, which is 4% below $\sqrt2$. The third decimal depends on the rough inputs: an oxide field of 0.5 MV/cm, which tilts the barrier, gives 1.361, and tunnelling masses of 0.3 and 0.5 give 1.347 and 1.363. This is the value for average trap numbers: random placement of the traps gives $R$ a standard deviation of about 0.02 between otherwise identical transistors with a uniform channel, and about 0.03 in saturation, where the traps near the drain weigh more. The reduction also rests on the tunnelling model. If $\tau$ were unrelated to depth, $R$ would return to $\sqrt2$.

The channel also has white thermal noise, $S_w=4k_BT_0(2/3)/g_m$ for a long channel in saturation. A mobility of 500 cm²/Vs and an overdrive of 0.2 V give $g_m=1.727$ mS and $\sqrt{S_w}=2.53$ nV/√Hz, hence 25.3 µV in a band that ends sharply at $10^8$ Hz. An amplifier with a one-pole roll-off at that frequency would give 31.7 µV. Mean squares add:

$$\sqrt{25.29^2+8.38^2}=26.6\ \mathrm{\mu V},\qquad\sqrt{25.29^2+11.84^2}=27.9\ \mathrm{\mu V}.$$

These sums use the flicker values for equal voltage steps: the total rises by 4.8%, although the flicker part alone rises by 41%. With the depth factor the flicker rms is 7.9 µV from 1 Hz and 10.8 µV from $10^{-8}$ Hz, and the total rises by 3.7%. Both percentages use $K$ for a uniform channel. The larger $K$ in saturation cancels in $R$ but not in the total, and it raises them to about 6% and 5%.

## Beside a real device

These parameters are rough values for a long-channel analog transistor; 20 nm is thick compared with the gate oxides of modern logic. The neglected tunnelling through the whole oxide is tiny: at 1 V the estimated transmission is about $10^{-93}$ (roughly $10^{-78}$ to $10^{-101}$ for tunnelling masses from 0.3 to 0.5), and the field of 0.5 MV/cm is far below breakdown, roughly 10 MV/cm. Over three years, stationarity is a doubtful assumption. For an assumed threshold drift of 1 mV/K, a warming of 12 mK shifts the voltage by as much as the 16-decade flicker rms of 11.8 µV found for equal voltage steps. Slow trapping of $10^9$ charges per cm² near the silicon shifts it by 0.93 mV, nearly 80 times that rms. The root-two estimate describes the stationary $1/f$ component, and such drifts must be budgeted separately. The numerical output lists most of the values used here.

## Calculated quantities

```
Upper frequency limit: 1e+08 Hz
First lower limit: 1 Hz
Second lower limit: 1e-08 Hz
Time 1/(1e-8 Hz): 3.17 years
ln(f_high/f_low), first limit: 18.421
ln(f_high/f_low), second limit: 36.841
Rms ratio, pure 1/f, by quadrature: 1.414214
Rms ratio if upper limit is 1e4 Hz: 1.7321
Rms ratio for exponent 0.9: 1.076
Rms ratio for exponent 1.1: 2.704
Finite-record constant: 0.9151
Sampled finite-record constant: 0.9151
Effective lower limit times T: 0.4005
Rms ratio, records of 1e8 s and 1 s: 1.3974
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Gate width: 100 um
Gate length: 1 um
Oxide thickness: 20 nm
Relative permittivity of SiO2: 3.9
Mobility: 500 cm2/Vs
Gate overdrive: 0.2 V
Trap density: 2e+16 per eV cm3
Tunnel barrier: 3.1 eV
Tunnel mass over electron mass: 0.42
Shortest trap time tau0: 1e-10 s
Tunnelling length lambda: 0.0855 nm
Oxide capacitance: 1.727 fF/um2
Flicker coefficient K: 3.808 uV^2
Mean square per decade: 8.768 uV^2
Flicker rms from 1 Hz: 8.38 uV
Flicker rms from 1e-8 Hz: 11.84 uV
Trap depth for 1e8 Hz: 0.24 nm
Trap depth for 1 Hz: 1.81 nm
Trap depth for 1e-8 Hz: 3.39 nm
Effective traps in 16 decades: 163
Rms ratio with depth weighting: 1.358
Transconductance: 1.727 mS
Transit frequency: 2.39 GHz
White noise density: 2.53 nV/sqrt(Hz)
Flicker corner frequency: 595 kHz
White rms up to 1e8 Hz: 25.29 uV
Total rms from 1 Hz: 26.64 uV
Total rms from 1e-8 Hz: 27.93 uV
Rms ratio of total noise: 1.0482
Assumed threshold drift: 1 mV/K
Warming that shifts by slow-band rms: 11.8 mK
Assumed slow oxide charging: 1e+09 per cm2
Threshold shift from that charging: 0.93 mV
Assumed largest oxide voltage: 1 V
Oxide field at that voltage: 0.50 MV/cm
log10 of tunnelling through oxide: -93
Low-field carrier velocity estimate: 1e+06 cm/s
```
